# Linear Low-Temperature Heat Capacity from Two-Level Systems of Constant Energy Density

If sound waves held all the thermal energy of an insulating glass, its heat capacity at low temperature would fall as $T^3$ on cooling. For the rough amorphous-selenium parameters used below, that rule gives $0.0094$ µJ/(cm³ K) at $0.05$ K. Two-level systems add $0.147$ µJ/(cm³ K), so the phonon estimate is too small by a factor of about 17. A single kind of two-level system does not cure this, because its heat capacity vanishes exponentially on cooling. A broad, flat distribution of splittings gives a linear law.

## Setting and theorem

A two-level system (TLS) is an atom or group of atoms that can occupy two neighbouring potential wells. Let $\Delta\ge0$ be the energy difference of the wells and $\Delta_0>0$ the tunnel splitting. In the basis of the two wells,
$$H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x).$$
Since $H^2=\tfrac14(\Delta^2+\Delta_0^2)$ times the unit matrix and $H$ has zero trace, its eigenvalues are $\pm E/2$, with
$$E=\sqrt{\Delta^2+\Delta_0^2}.$$

The assumptions are:

1. The TLS are independent and in thermal equilibrium at temperature $T$.
2. Their splittings do not depend on $T$.
3. The number of TLS per unit volume with splitting between $E$ and $E+dE$ is $n_0\,dE$ for $E_{\min}<E<E_{\max}$, and zero elsewhere. The density counts the full splitting $E$, not $E/2$.

**Theorem.** Let $a=E_{\min}/kT$ and $b=E_{\max}/kT$. The heat capacity per unit volume is
$$C=n_0k^2T\left[\frac{\pi^2}{6}-r_a-r_b\right],$$
$$0\le r_a\le\frac{a^3}{12},\qquad 0\le r_b\le(b^2+2b+2)e^{-b}.$$
Hence, for $E_{\min}\ll kT\ll E_{\max}$,
$$C\simeq\frac{\pi^2}{6}\,n_0k^2T.$$

## Lemma 1: one two-level system

**Lemma.** With $x=E/kT$, one TLS has the heat capacity $c=k\,s(x)$, where
$$s(x)=\frac{x^2e^x}{(e^x+1)^2}=\frac{x^2}{4}\,\mathrm{sech}^2\frac x2 .$$

**Proof.** Measure energy from the ground state; the constant shift $E/2$ does not affect a derivative with respect to $T$. The upper level has the probability $e^{-x}/(1+e^{-x})=1/(e^x+1)$, so the mean energy is
$$u=\frac{E}{e^x+1}.$$
At fixed $E$, $dx/dT=-E/(kT^2)=-x/T$. Therefore
$$c=\frac{du}{dT}=-\frac{Ee^x}{(e^x+1)^2}\left(-\frac xT\right)=k\,\frac{x^2e^x}{(e^x+1)^2},$$
because $E/T=kx$. Writing $e^x+1=2e^{x/2}\cosh(x/2)$ gives the second form. ∎

This is the Schottky heat capacity. For $x\gg1$ it is close to $kx^2e^{-x}$, because the upper level is almost empty. For $x\ll1$ it is close to $kx^2/4$, because the levels are almost equally filled and further heating changes little. The maximum follows from
$$\frac{d\ln s}{dx}=\frac2x-\tanh\frac x2=0,$$
or $x\tanh(x/2)=2$. The solution is $x=2.40$, where $c=0.439\,k$.

## Lemma 2: the integral over splittings

**Lemma.**
$$I=\int_0^\infty s(x)\,dx=\frac{\pi^2}{6}.$$

**Proof.** Since $e^x/(e^x+1)^2=-\dfrac{d}{dx}\dfrac1{e^x+1}$, integration by parts gives
$$I=\left[-\frac{x^2}{e^x+1}\right]_0^\infty+2\int_0^\infty\frac{x\,dx}{e^x+1}.$$
The boundary term vanishes at both ends. For $x>0$,
$$\frac1{e^x+1}=e^{-x}-e^{-2x}+e^{-3x}-\cdots .$$
After $M$ terms the remainder is at most $e^{-(M+1)x}$ in size. Its integral with the weight $x$ is at most $1/(M+1)^2$, which tends to zero, so the series may be integrated term by term. With $\int_0^\infty xe^{-mx}dx=1/m^2$,
$$I=2\left(1-\frac1{2^2}+\frac1{3^2}-\cdots\right).$$
Let $Z=\sum_{m\ge1}1/m^2$. The even terms of $Z$ sum to $Z/4$. Reversing their sign subtracts them twice, so the bracket is $Z-2(Z/4)=Z/2$ and $I=Z$.

To find $Z$, expand $f(x)=x$ on $(-\pi,\pi)$ in sines. The coefficients are
$$b_m=\frac1\pi\int_{-\pi}^{\pi}x\sin mx\,dx=\frac{2(-1)^{m+1}}m .$$
Parseval's theorem equates $\frac1\pi\int_{-\pi}^{\pi}x^2dx=2\pi^2/3$ with $\sum b_m^2=4Z$. Thus $Z=\pi^2/6$. ∎

Direct quadrature of $s(x)$ gives $1.644934$, equal to $\pi^2/6$ to the digits shown.

## Proof of the theorem

Independent systems have additive energies, so
$$C=n_0\int_{E_{\min}}^{E_{\max}}k\,s(E/kT)\,dE.$$
Substituting $E=kTx$, $dE=kT\,dx$, gives
$$C=n_0k^2T\int_a^b s(x)\,dx=n_0k^2T\left[I-r_a-r_b\right],$$
with $r_a=\int_0^as\,dx$ and $r_b=\int_b^\infty s\,dx$. Both are non-negative because $s\ge0$.

Since $\mathrm{sech}^2\le1$, we have $s\le x^2/4$, and integration gives $r_a\le a^3/12$. Since $(e^x+1)^2\ge e^{2x}$, we have $s\le x^2e^{-x}$. Two integrations by parts give
$$\int_b^\infty x^2e^{-x}dx=(b^2+2b+2)e^{-b},$$
which bounds $r_b$. Lemma 2 supplies $I$. ∎

**Remark 1: where the factor $T$ comes from.** About $n_0kT$ systems per unit volume have splittings below $kT$, and the integral assigns $1.645\,k$ to each such unit of count. This exceeds the Schottky maximum because systems with splittings of several $kT$ also contribute. Heating does not make a typical active system more effective; it brings more systems into the active range.

**Remark 2: other densities.** For a general density $n(E)$ the same substitution gives
$$C=k^2T\int_0^\infty s(x)\,n(kTx)\,dx.$$
If $n(E)\propto E^\mu$ with $\mu>-3$, so that the integral converges at small $x$, then $C\propto T^{1+\mu}$. A linear law over a range of temperatures therefore supports a density that is flat on average. The broad weight $s(x)$ hides fine structure: with a fixed energy $E_1$, a density proportional to $1+\frac12\cos[2\pi\ln(E/E_1)/\ln2]$ varies by a factor of 3, but $C/T$ varies by only about 0.015% from lowest to highest. Only such short periods are hidden: if the same modulation repeats over a factor of 4 in energy instead of 2, $C/T$ varies by about 8%, and over a factor of 10 by about 42%.

**Remark 3: failure at both ends.** Suppose there is a gap, $kT\ll E_{\min}\ll E_{\max}$. Then $s\simeq x^2e^{-x}$ throughout the occupied range and
$$C\simeq n_0k^2T(a^2+2a+2)e^{-a},$$
so the linear law gives way to an exponential decrease. In the opposite limit, $kT\gg E_{\max}$ with $E_{\min}=0$, we have $s\simeq x^2/4$ and
$$C\simeq n_0k^2T\,\frac{b^3}{12}=\frac{n_0E_{\max}^3}{12\,kT^2}.$$
All levels are then nearly equally filled, and the heat capacity falls on heating.

## Lemma 3: the phonon background

**Lemma.** Sound waves with one longitudinal speed $v_l$ and two transverse branches of speed $v_t$ contribute, well below the Debye temperature,
$$C_{\rm ph}=\frac{2\pi^2}{15}k\left(\frac{kT}\hbar\right)^3\left(\frac1{v_l^3}+\frac2{v_t^3}\right).$$

**Proof.** A branch with $\omega=vq$ has $q^2dq/(2\pi^2)=\omega^2d\omega/(2\pi^2v^3)$ modes per volume. One mode has the thermal energy $\hbar\omega/(e^x-1)$, with $x=\hbar\omega/kT$. Differentiation as in Lemma 1 gives its heat capacity $kx^2e^x/(e^x-1)^2$. The branch therefore contributes
$$\frac{k}{2\pi^2}\left(\frac{kT}{\hbar v}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx.$$
By parts, the integral is $4\int_0^\infty x^3/(e^x-1)\,dx$. Expanding in $e^{-mx}$ and using $\int_0^\infty x^3e^{-mx}dx=6/m^4$ turns it into $24\sum1/m^4$.

For this sum, apply Parseval's theorem to $x^2=\pi^2/3+4\sum(-1)^m\cos(mx)/m^2$ on $(-\pi,\pi)$:
$$\frac{2\pi^4}{5}=\frac{2\pi^4}{9}+16\sum\frac1{m^4}.$$
Hence $\sum1/m^4=\pi^4/90$, and the integral is $4\pi^4/15$. Multiplication by $1/(2\pi^2)$ gives $2\pi^2/15$ per branch. ∎

## How flat is the density?

The theorem assumes a constant density. In the standard tunnelling model the density instead grows slowly with energy, as a logarithm. Tunnelling through a barrier gives $\Delta_0\propto e^{-\lambda}$, where $\lambda$ measures the height and width of the barrier. Suppose that $\Delta$ and $\lambda$ are spread uniformly, with density $\bar P$. Since $|d\lambda|=d\Delta_0/\Delta_0$,
$$P(\Delta,\Delta_0)=\frac{\bar P}{\Delta_0},\qquad \Delta\ge0 .$$
Systems with small $\Delta_0$ relax slowly, so the duration $t$ of the measurement decides which ones count. What follows assumes that this distribution extends to values of $\Delta_0$ too small to relax within $t$. If the barriers are bounded, so that $\Delta_0$ has a floor, the growth with $t$ stops once the systems at the floor have relaxed.

**Lemma 4.** Let a strain $e$ in a branch $\alpha$ act through $\gamma_\alpha e\,\sigma_z$, where the strain amplitude is $q$ times the displacement amplitude and $\gamma_\alpha$ is taken independent of direction. To lowest order in the coupling, a TLS in a medium of mass density $\rho$ relaxes at the rate
$$\frac1\tau=\frac{\Delta_0^2E}{2\pi\rho\hbar^4}\coth\frac{E}{2kT}\sum_\alpha\frac{\gamma_\alpha^2}{v_\alpha^5}.$$

**Proof.** In the eigenbasis of $H$, the off-diagonal element of $\sigma_z$ has magnitude $\Delta_0/E$. A phonon mode in volume $V$ has the squared strain element $q^2\hbar/(2\rho V\omega)$, times $N+1$ for emission or $N$ for absorption, with $N=1/(e^{\hbar\omega/kT}-1)$. A disturbed population returns to equilibrium at the sum of the downward and upward rates, which brings in $2N+1=\coth(\hbar\omega/2kT)$. The golden rule gives for one branch
$$\frac1\tau=\frac{2\pi}\hbar\frac{\gamma^2\Delta_0^2}{E^2}\sum_q\frac{\hbar q^2}{2\rho V\omega}(2N+1)\,\delta(\hbar\omega-E).$$
Replace $\frac1V\sum_q$ by $\int q^2dq/(2\pi^2)$. The prefactors combine to $1/(2\pi\rho)$, apart from $\gamma^2\Delta_0^2/E^2$. With $q=\omega/v$, $q^4dq/\omega=\omega^3d\omega/v^5$, and the delta function turns the remaining integral into $E^3\coth(E/2kT)/(\hbar^4v^5)$. Multiplying the factors and summing over branches gives the result. ∎

**Proposition.** Let $\tau_{\min}$ be $\tau$ at $\Delta_0=E$. The systems with $\tau<t$ have the density
$$n(E,t)=\bar P\,\mathrm{arcosh}\sqrt{\frac t{\tau_{\min}}}\simeq\frac{\bar P}{2}\ln\frac{4t}{\tau_{\min}}\qquad(t\gg\tau_{\min}).$$
At fixed $t$, the heat capacity then has the local exponent
$$\frac{d\ln C}{d\ln T}\simeq1+\frac3L,\qquad L=\frac6{\pi^2}\int_0^\infty s(x)\ln\frac{4t}{\tau_{\min}}\,dx .$$

**Proof.** At fixed $E$, $\tau=\tau_{\min}E^2/\Delta_0^2$, so $\tau<t$ means $\Delta_0>\Delta_c=E\sqrt{\tau_{\min}/t}$. At fixed $\Delta_0$, $d\Delta=E\,dE/\sqrt{E^2-\Delta_0^2}$. Hence
$$n=\bar P\int_{\Delta_c}^{E}\frac{E\,d\Delta_0}{\Delta_0\sqrt{E^2-\Delta_0^2}}.$$
Put $\Delta_0=E/\cosh y$. Then $|d\Delta_0|=E\sinh y\,dy/\cosh^2y$ and $\sqrt{E^2-\Delta_0^2}=E\tanh y$, so the integrand becomes $dy$. The upper limit is $\mathrm{arcosh}(E/\Delta_c)$, which gives the first result. For large $z$, $\mathrm{arcosh}\,z\simeq\ln2z$, which gives the logarithm.

Systems that respond within $t$ contribute their Schottky terms at fixed splitting, so Remark 2 applies with this density. At fixed $x$, Lemma 4 gives $1/\tau_{\min}\propto E^3\coth(x/2)\propto T^3$. Thus $n$ grows by $\frac32\bar P$ per unit of $\ln T$, while its Schottky-weighted mean is $\frac12\bar PL$. The ratio is $3/L$, and the explicit factor $T$ adds 1. The logarithm fails at very small $x$, where $\tau_{\min}$ exceeds $t$, but the weight $s\simeq x^2/4$ suppresses that region. ∎

**Remark 4: the sharp time limit.** A system responds gradually, as $1-e^{-t/\tau}$. With $R=t/\tau_{\min}\gg1$, the density becomes
$$n=\bar P\int_0^\infty\left[1-\exp(-R\,\mathrm{sech}^2y)\right]dy .$$
The exponential matters where $y$ is large and $\mathrm{sech}^2y\simeq4e^{-2y}$. With $w=4Re^{-2y}$,
$$n\simeq\frac{\bar P}2\int_0^{4R}\frac{1-e^{-w}}w\,dw\simeq\frac{\bar P}2(\ln4R+\gamma_E).$$
The last step is an integration by parts, with Euler's constant $\gamma_E=-\int_0^\infty e^{-w}\ln w\,dw=0.577$. The smooth response shifts the logarithm without changing its slope.

## Example: amorphous selenium

Take $n_0=1.5\times10^{21}$ eV⁻¹ cm⁻³ and $\rho=4.3$ g/cm³. With $k=8.617\times10^{-5}$ eV/K, the theorem gives
$$\frac CT=1.645\,(1.5\times10^{21})(8.617\times10^{-5})^2\ \frac{\rm eV}{\rm cm^3\,K^2}.$$
This is $1.83\times10^{13}$ eV/(cm³ K²), or $2.94$ µJ/(cm³ K²). Division by the mass density gives $0.68$ µJ/(g K²).

At $0.1$ K, $kT=8.62$ µeV and $C=0.294$ µJ/(cm³ K). The Schottky maximum lies at a splitting of $21$ µeV, but half of $C$ comes from splittings above $26$ µeV. The middle 80% comes from $12$ to $48$ µeV, but a linear law needs a flat density over a wider range. Doubling the density above $48$ µeV would raise $C$ by only 10%, yet the local exponent at $0.1$ K would become 1.36. The count $n_0kT$ is $1.3\times10^{16}$ cm⁻³, or about $4\times10^{-7}$ per atom. The TLS with splittings below $48$ µeV, which supply 90% of the TLS heat capacity, number about $2\times10^{-6}$ per atom. At this temperature the TLS outweigh the phonons, which have only about $7\times10^{13}$ modes per cm³ with energies below $kT$.

**Phonons.** Sound speeds of $2000$ m/s (longitudinal) and $1050$ m/s (transverse) give the following values, in µJ/(cm³ K). The last column is the tunnelling model at $t=1$ s, with $\bar P$ chosen to match the flat model at $0.1$ K.

| $T$ (K) | flat TLS | phonons | tunnelling TLS |
|---|---|---|---|
| 0.05 | 0.147 | 0.009 | 0.130 |
| 0.10 | 0.294 | 0.076 | 0.294 |
| 0.20 | 0.587 | 0.604 | 0.654 |

The flat TLS and phonon terms are equal at $0.197$ K. The total heat capacity is therefore close to linear only well below $0.2$ K, even when the TLS part is strictly linear.

**Energy cutoffs.** In the flat model, assumed cutoffs of $0.1$ µeV and $1$ meV matter little. The lower one removes about $8\times10^{-8}$ of the linear TLS term at $0.1$ K, and the upper one about $9\times10^{-4}$ of it at $1$ K.

**Time and energy dependence.** Strain couplings of $0.25$ eV (longitudinal) and $0.14$ eV (transverse) give $\tau_{\min}=0.09$ µs at the Schottky maximum at $0.1$ K. For $t=1$ s, $L=18.1$ and the exponent is $1+3/18.1=1.17$; numerical differentiation of the tunnelling heat capacity gives the same value. The matched density is $\bar P=2n_0/L=1.7\times10^{20}$ eV⁻¹ cm⁻³.

With this $\bar P$ and $T=0.1$ K held fixed, the TLS heat capacity is $0.62$ of the flat value at $t=1$ ms and $1.38$ of it at $1000$ s. Each factor of 1000 in time changes it by $\ln(1000)/L=0.38$ of the flat value. The smooth response of Remark 4 would shift $L$ by about 3%. These numbers assume no floor on $\Delta_0$: at the Schottky maximum the slowest systems counted have $\Delta_0\approx6$ neV at $1$ s and $0.2$ neV at $1000$ s. Since $E\ge\Delta_0$, a lower energy cutoff in this model is a floor on $\Delta_0$, and here it matters. With a floor of $0.1$ µeV the systems at the maximum have all relaxed after about $4$ ms, and the heat capacity at $1000$ s is only 1.1 times that at $1$ ms. Floors of $10$ neV and $1$ neV give 1.5 and 1.9.

**Interactions.** One TLS strains the medium at distance $r$ by roughly $\gamma_t/(\rho v_t^2r^3)$, so two of them interact with an energy of order $\gamma_t^2/(\rho v_t^2r^3)$. Setting $r^{-3}\sim n_0kT$ for thermally active neighbours gives the ratio to $kT$
$$\frac{n_0\gamma_t^2}{\rho v_t^2}\approx10^{-3}.$$
This estimate drops numerical factors and the sum over distant neighbours. It supports treating the systems as independent in this example, but does not prove it.

**The real material.** The mass density, sound speeds, couplings and TLS density are rough typical values for amorphous selenium; the energy cutoffs are assumed. Insulating selenium has no conduction-electron term to add to the linear one. In the tunnelling model two assumptions of the theorem fail: the slowest TLS do not equilibrate during the measurement, and the density of those that do is not flat. Within the tunnelling model at $0.1$ K, and provided the tunnel splittings extend down to about $0.1$ neV, the TLS heat capacity measured over $1000$ s is about 2.2 times that measured over $1$ ms; a higher floor on $\Delta_0$ reduces this factor. Without such a floor the exponent for $t=1$ s is about 1.2 instead of 1. A coefficient fitted with the linear law should therefore be quoted with its temperature range and measuring time. The numerical output gives the values to more digits.

## Values computed for the example and the checks

```
Inputs: amorphous selenium, rough typical values
TLS density n0 = 1.50e+21 1/(eV cm^3)
mass density = 4.3 g/cm^3; molar mass = 78.97 g/mol
sound speeds: longitudinal 2000 m/s, transverse 1050 m/s
strain couplings: longitudinal 0.25 eV, transverse 0.14 eV
energy cutoffs: 0.10 ueV and 1.00 meV
Flat-density result
integral I by quadrature = 1.644934
pi^2/6 = 1.644934
linear coefficient = 2.9356 uJ/(cm^3 K^2)
linear coefficient per mass = 0.6827 uJ/(g K^2)
Schottky peak: x = 2.3994, height = 0.4392 k
kT at 0.1 K = 8.617 ueV
splitting at Schottky peak, 0.1 K = 20.68 ueV
10% of C from below x = 1.368, E = 11.79 ueV
50% of C from below x = 2.986, E = 25.73 ueV
90% of C from below x = 5.598, E = 48.24 ueV
TLS per kT at 0.1 K = 1.293e+16 1/cm^3
atoms = 3.279e+22 1/cm^3; TLS per kT per atom = 3.94e-07
Heat capacities in uJ/(cm^3 K): flat TLS, phonons, tunnelling model at 1 s
T = 0.05 K: 0.1468, 0.0094, 0.1299
T = 0.10 K: 0.2936, 0.0755, 0.2936
T = 0.20 K: 0.5871, 0.6043, 0.6545
Neglected effects
TLS-phonon crossover temperature = 0.197 K
lower-cutoff loss at 0.1 K = 7.9e-08 of C
upper-cutoff loss at 1 K = 8.9e-04 of C
shortest relaxation time at peak, 0.1 K = 0.091 us
P-bar matched at 0.1 K and 1 s = 1.655e+20 1/(eV cm^3)
weighted logarithm L = 18.12
local exponent of C in T: numerical 1.1655, 1+3/L 1.1655
tunnelling/flat heat capacity at 0.1 K, t = 0.001 s: 0.619
tunnelling/flat heat capacity at 0.1 K, t = 1 s: 1.000
tunnelling/flat heat capacity at 0.1 K, t = 1000 s: 1.381
smooth-response shift of the logarithm = 0.032 of L
TLS interaction / kT (estimate) = 9.9e-04
```
